\section*{From Bloch Waves to the Single-Valley Donor Equation}

\section{A weakly bound electron in a crystal}

A donor atom gives the crystal one electron more than the bonds need. The ion attracts this electron, but weakly enough that its orbit covers many unit cells. Over such an orbit the crystal potential oscillates many times and is much stronger than the attraction that binds. Yet the level is often computed from an equation in which the crystal potential is absent and the electron has a changed mass. What has been thrown away, and how large is it?

The Hamiltonian is $H=p^2/2+V+U$ in Hartree atomic units. Here $V$ is periodic and inversion symmetric, $U$ is the local impurity potential, and spin-orbit coupling is left out. I begin in one dimension, where every discarded term can be computed, and then go to three.

The test crystal has $V=0.2\cos(2\pi x/a)$ hartree with $a=6$ bohr. Its second band, called $c$, has its minimum $E_0$ at the zone edge $k_0=\pi/a$, a gap $E_g=0.198$ hartree above the first band. The impurity is
\begin{equation}
U(x)=-\frac{8}{L^2}\,e^{-x^2/2L^2}.
\label{gauss}
\end{equation}
These are model parameters and stand for no material. The depth falls as $L^{-2}$ so that it keeps pace with the kinetic energy of an orbit of size $L$. All energies of order $L^{-2}$ then belong to the leading problem, and higher powers are corrections.

\section{The exact equation in Bloch states}

Write $\psi_{nk}=e^{ikx}u_{nk}$, with the cell average of $|u_{nk}|^2$ equal to one, so that $\int\psi_{nk}^*\psi_{n'k'}dx=2\pi\delta_{nn'}\delta(k-k')$ for $k,k'$ in one zone. I centre the zone on $k_0$. Insert $\psi=\sum_n\int\frac{dk}{2\pi}C_n(k)\psi_{nk}$ into $H\psi=E\psi$, multiply by $\psi_{nk}^*$ and integrate:
\begin{equation}
[E_n(k)-E]\,C_n(k)+\sum_{n'}\int\frac{dk'}{2\pi}\langle nk|U|n'k'\rangle C_{n'}(k')=0 .
\label{exact}
\end{equation}
Nothing has been approximated. The product of two periodic functions is periodic, so
\begin{equation}
u_{nk}^*u_{n'k'}=\sum_G B_G^{nn'}(k,k')\,e^{iGx}.
\end{equation}
With $\tilde U(q)=\int e^{-iqx}U\,dx$, the matrix element becomes
\begin{equation}
\langle nk|U|n'k'\rangle=\sum_G B_G^{nn'}(k,k')\,\tilde U(k-k'-G).
\label{element}
\end{equation}

\textit{Limit: constant $U$.} Then $\tilde U(q)=2\pi U\delta(q)$. Within one zone only $G=0$, $k=k'$ contributes, where $B_0^{nn'}=\delta_{nn'}$ by orthonormality. Every level shifts by $U$, as it must.

\textit{Opposite limit: an abrupt impurity.} For $L=2$ bohr, one element between the two lowest bands has a $G=0$ part of $-5.12$ and an umklapp part ($G\neq0$) of $-0.72$ hartree bohr. Their sum agrees with direct integration over the Bloch functions. Umklapp thus supplies $12\%$ of this interband element.

Equation (\ref{element}) sorts the couplings into intraband or interband, each with $G=0$ or $G\ne0$. To reach an envelope equation, I keep the intraband $G=0$ term and set its $B_0$ to one. Each omission needs an estimate.

\section{Bloch functions near the valley}

Let $k=k_0+\kappa$. The function $u_{nk}$ is an eigenfunction of
\begin{equation}
\tfrac12(p+k_0+\kappa)^2+V=\left[\tfrac12(p+k_0)^2+V\right]+\kappa(p+k_0)+\tfrac12\kappa^2 .
\end{equation}
The term linear in $\kappa$ has matrix elements $\kappa p_{nc}$, where $p_{nc}$ is the momentum element between the Bloch states at $k_0$. Inversion symmetry makes the Fourier coefficients of $V$ real, so the plane-wave coefficients of $u$, and hence $p_{nc}$, can be chosen real. I make the remaining sign continuous in $\kappa$.

Let $E_n$ denote energies at $k_0$, with $E_c=E_0$. At a minimum $p_{cc}=0$, and second-order perturbation theory gives
\begin{equation}
E_c(k_0+\kappa)=E_0+\frac{\kappa^2}{2m}+\dots,\qquad
\frac1m=1+2\sum_{n\ne c}\frac{p_{nc}^2}{E_c-E_n}.
\label{mass}
\end{equation}
In the test crystal $|p_{nc}|=0.532$ for the lower band. It contributes $2(0.532)^2/0.198\approx2.86$, so $1/m\approx3.86$. With all bands the mass is $0.2611$, or $1/m=3.83$; the higher bands lower the inverse mass slightly.

The first-order state, normalized through second order, is
\begin{equation}
u_{c,\kappa}=\left(1-\tfrac12g\kappa^2\right)u_c+\kappa\sum_{n\ne c}\frac{p_{nc}}{E_c-E_n}u_n+\dots,\quad
g=\sum_{n\ne c}\frac{p_{nc}^2}{(E_c-E_n)^2}.
\label{state}
\end{equation}
Second-order admixtures of $u_n$ are not written, because they enter the intraband overlap only beyond second order. The number $g$, here $7.21$ bohr$^2$, measures how fast the periodic part changes with $\kappa$.

\section{The discarded terms, one at a time}

Write $F(\kappa)$ for $C_c(k_0+\kappa)$ and $F(x)=\int\frac{d\kappa}{2\pi}F(\kappa)e^{i\kappa x}$, with $\int F^2dx=1$. A bound state of size $L$ has $\kappa\sim1/L$.

\textbf{Bloch overlap.} From (\ref{state}), with $q=\kappa-\kappa'$,
\begin{equation}
B_0^{cc}=1-\tfrac12g\kappa^2-\tfrac12g\kappa'^2+g\kappa\kappa'+\dots
=1-\tfrac12gq^2+\dots
\label{overlap}
\end{equation}
The real coefficients have removed any term linear in $q$. Since $-q^2\tilde U$ is the transform of $U''$, replacing $B_0^{cc}$ by one drops the potential $+\frac12gU''$. Its first-order shift,
\begin{equation}
\Delta E_{\rm ov}=\tfrac12g\int F^2U''dx,
\end{equation}
is of order $L^{-4}$. It is positive here: the state sits mainly near the bottom of the well, where $U''>0$.

\textbf{Interband coupling at $G=0$.} Two first-order admixtures contribute to the overlap, $u_c$ in $u_{n,\kappa}$ and $u_n$ in $u_{c,\kappa'}$:
\begin{equation}
B_0^{nc}=\frac{\kappa p_{nc}}{E_n-E_c}+\frac{\kappa'p_{nc}}{E_c-E_n}
=\frac{q\,p_{nc}}{E_n-E_c}.
\label{inter}
\end{equation}
The coupling vanishes at $q=0$, as orthogonality requires. Because $q\tilde U$ is the transform of $-iU'$, the source driving band $n$ is
\begin{equation}
W_n(x)=-i\,\frac{p_{nc}}{E_n-E_c}\,U'(x)F(x).
\end{equation}
Equation (\ref{exact}) for band $n$ then gives $C_n\approx-W_n/(E_n-E_c)$; for the lower band, which dominates, the omitted kinetic, level and potential energies are of order $L^{-2}$ beside the gap. The third and fourth bands are only $0.0016$ hartree apart at $k_0$ and mix strongly at the $L$ used here, so (\ref{inter}) does not hold for each of them separately; together they supply less than $0.1\%$ of the sum below. Putting $C_n$ back into the conduction-band equation yields
\begin{equation}
\Delta E_{\rm ib}=-\sum_{n\ne c}\frac{p_{nc}^2}{(E_n-E_c)^3}\int U'^2F^2dx .
\label{ibshift}
\end{equation}
Since $U'\sim L^{-3}$, this is of order $L^{-6}$. A lower band has $E_n<E_c$ and pushes the level up.

\textbf{Umklapp.} Its contribution to the energy contains
\begin{equation}
F^*(\kappa)\,\tilde U(\kappa-\kappa'-G)\,F(\kappa'),\qquad G\neq0 .
\end{equation}
The three arguments satisfy $|\kappa|+|\kappa'|+|\kappa-\kappa'-G|\ge|G|$, so at least one is no smaller than $|G|/3$. This covers both routes: a small crystal momentum with a large Fourier component of $U$, and a slow $U$ joining opposite zone edges. For the Gaussian, $\tilde U$ and the transform of the smooth bound state both fall faster than any power of $L$ at fixed argument. The same therefore holds for the shift. In interband umklapp the source in band $n$ contains $\tilde U(\kappa-\kappa'-G)F(\kappa')$, with only one factor $F$. But $|\kappa|\le\pi/a$ and $|G|\ge2\pi/a$, so $|\kappa'|+|\kappa-\kappa'-G|\ge\pi/a$. One of these two arguments is then at least $\pi/2a$, and this source is also smaller than any power.

\textbf{Band shape.} The first omitted term in (\ref{mass}) is $\gamma\kappa^4$; a cubic term is absent because the band is symmetric about this $k_0$. Its shift $\gamma\langle\kappa^4\rangle$ is of order $L^{-4}$. Two levels a distance $E_g$ apart, coupled by $p\kappa$, explain the sign: the upper one moves by
\begin{equation}
\sqrt{\tfrac14E_g^2+p^2\kappa^2}-\tfrac12E_g=\frac{p^2\kappa^2}{E_g}-\frac{p^4\kappa^4}{E_g^3}+\dots
\end{equation}
so $\gamma\approx-p^4/E_g^3\approx-10.3$ hartree bohr$^4$. The computed band gives $-10.2$.

\textbf{Zone boundary.} Finally, $\kappa$ is allowed to run over the whole line. This adds the part of $F(\kappa)$ beyond $|\kappa|=\pi/a$ and alters the rest only through its coupling to that part. For smooth $U$ both changes are again smaller than any power.

\section{The envelope equation and its error}

What remains of (\ref{exact}) is
\begin{equation}
\left[\frac{\kappa^2}{2m}-(E-E_0)\right]F(\kappa)+\int\frac{d\kappa'}{2\pi}\tilde U(\kappa-\kappa')F(\kappa')=0 .
\end{equation}
Multiply by $e^{i\kappa x}$ and integrate over $\kappa/2\pi$. The factor $\kappa^2$ becomes $-d^2/dx^2$, and the convolution becomes a product:
\begin{equation}
\left[-\frac1{2m}\frac{d^2}{dx^2}+U(x)\right]F(x)=(E-E_0)F(x).
\label{one}
\end{equation}

\textit{Scaling limit.} Put $x=L\xi$ and multiply by $L^2$. With (\ref{gauss}) the equation no longer contains $L$, so $L^2(E-E_0)$ must be constant. The envelope levels at $L=18$ and $72$ bohr give $18^2(-0.017264)=-5.594$ and $72^2(-0.00107902)=-5.594$ hartree bohr$^2$.

At $L=18$ bohr, three lattice constants, the full crystal gives $E-E_0=-0.017201$ hartree, a binding energy of $0.468$ eV. Equation (\ref{one}) gives $-0.017264$ hartree, or $0.470$ eV. A real-space grid calculation, which uses no Bloch functions, confirms the full level.

To see where the difference comes from, restore the omitted terms in turn: first the true band shape, then the overlaps, then umklapp, then the other bands. In units of $10^{-5}$ hartree the shifts are
\begin{equation}
-8.67\ (\text{shape})+14.08\ (\text{overlap})+0.92\ (\text{interband})=6.33 .
\end{equation}
Umklapp and the zone cut are at rounding level. The envelope equation overbinds by $0.37\%$ of the full binding energy, while the overlap term alone amounts to $0.82\%$. The small total thus owes something to a partial cancellation in this model and does not measure each omission.

At $L=72$ bohr the overbinding is $0.023\%$. Between 36 and 72 bohr the shape, overlap and interband shifts fall with powers $3.97$, $3.97$ and $5.93$, near the derived $4$, $4$ and $6$. At 72 bohr the leading formulas reproduce the three shifts to within about $2\%$.

The wave function converges more slowly than the energy in this sense: the amplitude of its error falls only as $L^{-1}$, while the relative error of the energy falls as $L^{-2}$. Replacing $u_{k_0+\kappa}$ by $u_{k_0}$ in the Bloch expansion turns it into
\begin{equation}
\psi(x)\approx F(x)\,\psi_{ck_0}(x).
\end{equation}
By (\ref{state}) the overlap of the two states is $1-\frac12g\langle\kappa^2\rangle$, so the missing weight is $g\langle\kappa^2\rangle\sim L^{-2}$. The change of $F$ itself has amplitude $L^{-4}/L^{-2}=L^{-2}$ and costs weight $L^{-4}$. The amplitude $C_n\sim L^{-3}$ interferes with the admixture $\kappa p_{nc}/(E_c-E_n)\sim L^{-1}$, again at order $L^{-4}$. At $L=72$ bohr the formula gives $7.43\times10^{-4}$, and the full state $7.45\times10^{-4}$.

\section{A cusp brings umklapp back}

Now replace the Gaussian by $U=-(8/L^2)e^{-|x|/L}$. It varies on the same length, but its slope jumps at the origin. Its transform has only an algebraic tail:
\begin{equation}
\tilde U(G)=-\frac{16/L}{1+G^2L^2}\simeq-\frac{16}{G^2L^3}.
\end{equation}
For small $\kappa,\kappa'$ the umklapp element is nearly constant, and $\int\frac{d\kappa}{2\pi}F(\kappa)=F(x{=}0)$. Hence
\begin{equation}
\Delta E_{\rm um}\simeq\sum_{G\ne0}B_G^{cc}(k_0,k_0)\tilde U(G)\,|F(0)|^2 .
\label{um}
\end{equation}
Since $|F(0)|^2\sim1/L$, the shift is of order $L^{-4}$, the same as the overlap correction. At $L=72$ bohr it is $-2.54\times10^{-7}$ hartree, against $-2.55\times10^{-7}$ from (\ref{um}); the overlap shift is $6.70\times10^{-7}$ hartree. The computed powers are $3.98$ and $3.94$.

The sign can be read from the Bloch density. The upper zone-edge state is close to $\sqrt2\cos(\pi x/a)$, whose density $1+\cos(2\pi x/a)$ peaks at the impurity. The coefficients $B_G^{cc}$ for $G=\pm2\pi/a$ are therefore positive, while $\tilde U(G)$ is negative, and these two terms dominate (\ref{um}). A long range therefore does not by itself make umklapp negligible beside the other corrections; smoothness is needed too.

\section{Three dimensions}

The steps carry over with $\int dk/2\pi\to\int d^3k/(2\pi)^3$ and $\kappa p\to\boldsymbol\kappa\cdot\mathbf p$. For a band that is nondegenerate at its minimum, collecting the coefficients of $\kappa_i\kappa_j$, with $p^i_{nc}$ real, gives
\begin{align}
(m^{-1})_{ij}&=\delta_{ij}+2\sum_{n\ne c}\frac{p^i_{nc}p^j_{nc}}{E_c-E_n},&
g_{ij}&=\sum_{n\ne c}\frac{p^i_{nc}p^j_{nc}}{(E_c-E_n)^2}.
\end{align}
Fourier transformation turns $\kappa_i$ into $-i\partial_i$, and the single-valley equation is
\begin{equation}
\left[-\frac12\sum_{ij}(m^{-1})_{ij}\partial_i\partial_j+U(\mathbf r)\right]F(\mathbf r)=(E-E_0)F(\mathbf r).
\label{three}
\end{equation}
The dropped overlap potential is $\frac12\sum_{ij}g_{ij}\partial_i\partial_jU$. In (\ref{ibshift}), $p_{nc}U'$ becomes $\mathbf p_{nc}\cdot\nabla U$.

Both tensors were tested on a three-dimensional model crystal with a nonseparable potential, the first against finite differences of the band and the second against an overlap of Bloch functions along one direction. The valley there is only a local minimum of the second band and the crystal has no full gap below it, so the model tests the tensors and not a bound level. The inverse masses are $3.91$, $0.91$ and $0.98$ along $x$, $y$ and $z$, with an $xy$ element of $-0.015$. \textit{Separable limit:} without $xy$ coupling in $V$, the band energy is a sum of one-dimensional energies and the off-diagonal element vanishes.

A valley inside the zone may have a cubic band term. For a nondegenerate envelope level $F$ is real, and the expectation value vanishes because the term is an odd power of $-i\nabla$. In second order it contributes $(L^{-3})^2/L^{-2}=L^{-4}$, so for such a level it belongs with the band-shape corrections. Degenerate levels of opposite parity, such as hydrogenic $2s$ and $2p$, can be coupled in first order and split at order $L^{-3}$. The cubic term also changes $F$ with amplitude $L^{-3}/L^{-2}=L^{-1}$, which adds to the missing weight at order $L^{-2}$.

\section{Where the equation stops being safe}

\textbf{Coulomb centre.} Let $U=-1/(\epsilon r)$, so that $\tilde U=-4\pi/(\epsilon q^2)$, and take isotropic $m$ and $g$. The overlap correction $-\frac12gq^2\tilde U=2\pi g/\epsilon$ is independent of $q$ and so acts as a contact potential. With orbit radius $a^*=\epsilon/m$, $|F(0)|^2=1/(\pi a^{*3})$ and binding energy $1/(2\epsilon a^*)$, its relative size is
\begin{equation}
\frac{2g/(\epsilon a^{*3})}{1/(2\epsilon a^*)}=\frac{4g}{a^{*2}} .
\end{equation}
Umklapp is also a contact term at this order, as in (\ref{um}). An isotropic band-shape term $\gamma\kappa^4$, with $\langle\kappa^4\rangle=5/a^{*4}$, has relative size $10\gamma m/a^{*2}$, again the same order, so $4g/a^{*2}$ alone is not the error of the level. All three are small for a wide orbit, but the gradient expansion fails at the nucleus: the integral in (\ref{ibshift}) behaves as $\int r^2dr/r^4$ and diverges at small $r$. The central cell needs the full Bloch problem and a better potential than one with constant $\epsilon$.

\textbf{Several valleys.} Two minima $\mathbf k_1,\mathbf k_2$ of the same band are joined by intraband elements containing $\tilde U(\mathbf k_1-\mathbf k_2-\mathbf G)$. For smooth $U$ and well-separated valleys these also fall faster than any power of the orbit size. For a Coulomb centre they do not: like umklapp they are contact terms, proportional to the product of the two envelopes at the origin. Suppose, however, that the valleys are related by a symmetry that $U$ shares, so that (\ref{three}) gives each the same level. Then even a weak coupling selects definite combinations of their states and can split the level; the equation gives the common leading energy but not the splitting. Without such a symmetry, valleys with equal band energies but differently oriented mass tensors can already have different levels in (\ref{three}).

\textbf{Strong or narrow wells.} The elimination of other bands assumed that $U$ and the binding energy are small beside the gap. At $L=18$ bohr the depth is $0.025$ hartree against a gap of $0.198$. As $L$ shrinks at fixed $8/L^2$ scaling, both this condition and the small-$q$ expansion deteriorate together.

The numerical output follows.

\section*{Values computed for the example and the checks}
\begin{verbatim}
lattice constant: 6.0 bohr; V1: 0.10 Ha
impurity strength (depth*L^2): 8.0 Ha bohr^2
valley k0: 0.5236 1/bohr; G: 1.0472 1/bohr
gap at k0: 0.19835 Ha
|p| to lower band: 0.53215 a.u.
effective mass: 0.26107 electron masses
metric g: 7.2100 bohr^2
gamma: -10.198 Ha bohr^4
interband coefficient: 36.275 bohr^2/Ha
3D test, inverse masses xx, yy, zz, xy (1/electron mass):
  3.9100 0.9081 0.9765 -0.0152
short impurity L=2 bohr, interband element (Ha bohr):
  G=0 part -5.11537; umklapp part -0.72341
Gaussian L=18 bohr, depth 0.024691 Ha; levels from edge:
  full -0.01720097 Ha; envelope -0.01726429 Ha
  relative envelope error 0.368 %
  band-shape shift -8.6666e-05 Ha
  overlap shift 1.4080e-04 Ha
  interband shift 9.1897e-06 Ha
  umklapp 5e-16 Ha; zone cut 5e-16 Ha
Gaussian L=36 bohr, depth 0.006173 Ha; levels from edge:
  full -0.00431217 Ha; envelope -0.00431607 Ha
  relative envelope error 0.090 %
  band-shape shift -5.7833e-06 Ha
  overlap shift 9.5145e-06 Ha
  interband shift 1.6783e-07 Ha
  umklapp -2e-18 Ha; zone cut 1e-15 Ha
Gaussian L=72 bohr, depth 0.001543 Ha; levels from edge:
  full -0.00107878 Ha; envelope -0.00107902 Ha
  relative envelope error 0.023 %
  band-shape shift -3.6821e-07 Ha
  overlap shift 6.0825e-07 Ha
  interband shift 2.7560e-09 Ha
  umklapp -4e-17 Ha; zone cut 5e-16 Ha
grid check of full level, L=18 bohr: -0.01720097 Ha
binding L=18 bohr: full 0.4681 eV, envelope 0.4698 eV
leading formulas at L=72 bohr:
  shape: -3.7034e-07 Ha; fall-off power 3.973
  overlap: 6.1308e-07 Ha; fall-off power 3.967
  interband: 2.8062e-09 Ha; fall-off power 5.928
  missing weight: formula 7.4316e-04, full 7.4483e-04
cusp L=18 bohr: umklapp -6.1795e-05 Ha, overlap 1.4736e-04 Ha
cusp L=36 bohr: umklapp -4.0231e-06 Ha, overlap 1.0308e-05 Ha
cusp L=72 bohr: umklapp -2.5440e-07 Ha, overlap 6.7014e-07 Ha
cusp umklapp formula, L=72 bohr: -2.5546e-07 Ha
cusp powers: umklapp 3.983, overlap 3.943
\end{verbatim}
